# The capacitance window for hysteresis-free sub-thermal swing in a ferroelectric-gated transistor, part 2

A ferroelectric film of thickness $t$, an oxide and p-type silicon lie in series under a metal gate. When does the film's negative capacitance give a subthreshold swing $S$ below the thermal value $\ln(10)kT/q$ without hysteresis?

The gate carries charge $Q$. Charges and capacitances are per area. The film is uniform in its plane; without trapped charge or leakage, the displacement is $D=Q$ in both insulators. The surface potential is $\psi$, and the gate voltage $V_G$ is measured from flat band. The load line is

$$
V_G=\psi+\frac{Q}{C_{ox}}+t(aQ+bQ^3), \tag{11}
$$

with right side $V(Q)$. The film has field $E=aQ+bQ^3$, remanent charge $Q_r$ and coercive field $E_c$:

$$
b=-\frac{a}{Q_r^2}, \tag{7}
$$

$$
a=-\frac{3\sqrt3}{2}\frac{E_c}{Q_r}. \tag{8}
$$

Where its capacitance $C_{FE}$ is negative, $1/|C_{FE}|=t\kappa$ with $\kappa=-(a+3bQ^2)$. The oxide has capacitance $C_{ox}$, the silicon $C_s=dQ/d\psi$, and the two in series $C_{MOS}$. The body factor is $m=1+C_s(1/C_{ox}-1/|C_{FE}|)$, and $S=m\ln(10)kT/q$. The local window is

$$
\frac{C_{ox}C_s}{C_{ox}+C_s}<|C_{FE}|<C_{ox}. \tag{1}
$$

Its lower bound is stability:

$$
|C_{FE}|>C_{MOS}. \tag{18}
$$

Charge relaxes in time $\tau$ through a resistance $\rho$ (for unit area):

$$
\rho\frac{dQ}{d\tau}=V_G-V(Q), \tag{15}
$$

with $V'=1/C_s+1/C_{ox}-1/|C_{FE}|$. A full sweep without hysteresis needs

$$
t<t_{max}=\min_{Q,\ \kappa>0}\ \frac{1/C_{ox}+1/C_s(Q)}{\kappa(Q)}. \tag{21}
$$

For a linear film ($b=0$) this implies

$$
m>1-\frac{C_{s0}}{C_{s,max}}, \tag{23}
$$

where $C_{s0}$ is the subthreshold $C_s$ and $C_{s,max}$ the largest in the sweep.

The silicon has doping $N_A$, intrinsic density $n_i$ and permittivity $\varepsilon_s$. With $V_T=kT/q$, $u=\psi/V_T$ and $r=(n_i/N_A)^2$, Boltzmann statistics give, for $\psi>0$,

$$
Q=Q_*F,\qquad Q_*=\sqrt{2\varepsilon_sqN_AV_T}, \tag{24}
$$

$$
C_s=\frac{Q_*}{V_T}\frac{dF}{du}=\frac{Q_*}{2V_TF}\left[1-e^{-u}+r(e^u-1)\right], \tag{25}
$$

where $F^2=e^{-u}+u-1+r(e^u-u-1)$. In depletion the bracket is near 1 and $F\approx\sqrt{u-1}$.

At depth $x$ in the silicon, $\phi$ is the potential and $n$ the electron density; $m_z$ is the electron mass normal to the surface. The oxide has permittivity $\varepsilon_{ox}$, thickness $t_{ox}$, field $F_{ox}$ and depth coordinate $z$.

### The local window in numbers

The example is a hafnium zirconium oxide film with rough typical constants $Q_r=17\ \mu\mathrm{C/cm^2}$ and $E_c=1.2$ MV/cm. Under it lie 1.0 nm of silicon dioxide (relative permittivity 3.9) and silicon (11.7) with $N_A=10^{18}\ \mathrm{cm^{-3}}$ and $n_i=10^{10}\ \mathrm{cm^{-3}}$, at 300 K. In SI units, (8) and (7) give

$$
a=-2.598\times\frac{1.2\times10^8}{0.17}=-1.834\times10^9\ \mathrm{m/F},
$$

$$
b=\frac{1.834\times10^9}{0.17^2}=6.35\times10^{10}\ \mathrm{m^5/(F\,C^2)}.
$$

The oxide has $C_{ox}=3.453\ \mu\mathrm{F/cm^2}$. Take $\psi=0.70$ V as the subthreshold point. With $V_T=0.02585$ V, $u=27.08$ and $F=\sqrt{26.08}=5.107$. Since $Q_*=0.0926\ \mu\mathrm{C/cm^2}$, the charge is $Q_0=0.473\ \mu\mathrm{C/cm^2}$ and

$$
C_s=\frac{0.0926}{2\times0.02585\times5.107}=0.351\ \mu\mathrm{F/cm^2}.
$$

The lower edge is

$$
C_{MOS}=\frac{3.453\times0.351}{3.453+0.351}=0.319\ \mu\mathrm{F/cm^2}.
$$

So the local window is $0.319<|C_{FE}|<3.453\ \mu\mathrm{F/cm^2}$. At this charge $3bQ_0^2$ is about 0.2% of $|a|$, and $\kappa=1.830\times10^9$ m/F. The corresponding thicknesses, $t=1/(\kappa|C_{FE}|)$, run from 15.8 nm to 172 nm.

### The window for a full sweep

Now sweep from depletion, starting at $\psi=0.02$ V, into inversion, up to an oxide field of 10 MV/cm, a rough breakdown value. Evaluating (21) on a fine grid of surface potential gives the minimum at $\psi=1.112$ V, where $Q=2.12\ \mu\mathrm{C/cm^2}$ and $C_s=37.8\ \mu\mathrm{F/cm^2}$. There $\kappa=1.749\times10^9$ m/F, and in SI units

$$
t_{max}=\frac{28.96+2.65}{1.749\times10^9}\ \mathrm m=18.1\ \mathrm{nm}.
$$

The minimum lies inside the sweep because two trends compete. As charge grows in inversion, $1/C_s$ falls and tightens the limit, while $\kappa$ falls and relaxes it.

The upper thickness has dropped from 172 nm to 18.1 nm. For a 17 nm film, $|C_{FE}|=3.215\ \mu\mathrm{F/cm^2}$ at the subthreshold point, and

$$
m=1+0.351\left(\frac1{3.453}-\frac1{3.215}\right)=0.9925,
$$

so $S=59.1$ mV/decade against a thermal value of 59.5. At the limit $t=t_{max}$ the formula gives 58.7 mV/decade. Without the film, but with the same oxide and the same $\psi$, $m=1+0.351/3.453=1.102$ and $S=65.6$ mV/decade. Most of the improvement is the cancellation of the oxide drop; little is left below the thermal value.

For the linear film, (23) with $C_{s,max}=64.8\ \mu\mathrm{F/cm^2}$ at the end of the sweep gives a limit of $1-0.351/64.8=0.9946$. The nonlinear film may go lower, to $58.67/59.53=0.986$, because its negative stiffness weakens at high charge.

### A steep swing over part of the range

A 100 nm film has $|C_{FE}|=0.547\ \mu\mathrm{F/cm^2}$ at $\psi=0.70$ V, inside the local window, and

$$
m=1+0.351\left(\frac1{3.453}-\frac1{0.547}\right)=0.46,
\qquad S=27.4\ \mathrm{mV/decade}.
$$

This state is locally stable. The slope of the load line shows, however, that stability around this point extends from $\psi=0.223$ V to 0.957 V, which is a gate span of 0.257 V. Below the span the depletion layer is thin and $C_s$ is too large; above it the inversion layer makes $C_s$ too large. A small reversible sweep that stays inside the span would show the steep swing, if the film could be brought there. In the model a slow sweep of the gate voltage that starts from a poled film cannot do this. The load line also has stable outer branches, in accumulation and in strong inversion, which extend several volts past the span on either side. A jump from one of them lands on the other and misses the span. These branches also need oxide fields far above breakdown. Flat band itself is unstable for this film: there $C_s=\sqrt{\varepsilon_sqN_A/V_T}=2.53\ \mu\mathrm{F/cm^2}$, and the lower bound in (1) allows at most 37 nm. One route does reach the span, which covers $V_G$ from $-0.17$ V to $+0.085$ V: an unpoled film released at flat band with $V_G=0$ and a small positive charge relaxes to $\psi=0.76$ V. Once the gate voltage leaves the span, the state jumps to an outer branch and a slow sweep does not bring it back.

### What hysteresis looks like in the model

The relaxation equation (15) can be integrated numerically under a slow ramp from 0.3 V to 1.5 V and back. The ramp rate is $3\times10^{-6}$ V per time unit $\rho C_{ox}$. The loop width is the difference between the gate voltages at which the up and down sweeps cross the same surface potential.

For $t=0.95\,t_{max}$ the difference is 0.11 mV, which is the lag of the finite ramp. By (15) each sweep lags by $\rho\,dQ/d\tau$, which is the ramp rate times $\rho/V'$. At the limiting charge $C_{ox}V'=0.05(1+C_{ox}/C_s)=0.055$, and the two lags add to $2\times3\times10^{-6}/0.055$ V, or 0.11 mV. For $t=1.20\,t_{max}$ it is 172 mV, while the fold of the static load line is 171 mV wide. The remaining difference of about 1 mV is the delay in leaving the folds, which shrinks as the two-thirds power of the ramp rate. No breakdown limit was placed on this simulated sweep, so its upper branch is a property of the equations and not a proposed operating state.

### Corrections to the ideal swing

**Inversion charge.** The current is proportional to the mobile charge, which is not a pure exponential. Changing variable from depth to potential, and using the local field $Q(\phi)/\varepsilon_s$,

$$
Q_i=\int qn\,dx\propto\int^{\psi}\frac{e^{\phi/V_T}}{Q(\phi)}\,d\phi.
$$

The integrand is concentrated near the surface, so roughly $Q_i\propto e^{\psi/V_T}/Q(\psi)$ and

$$
\frac{d\ln Q_i}{d\psi}\approx\frac1{V_T}-\frac{C_s}{Q}=38.68-0.74=37.94\ \mathrm{V^{-1}}.
$$

The swing rises by about 2%. Numerical quadrature of the integral gives 60.3 mV/decade for the 17 nm film. This small correction already removes the sub-thermal margin.

**Degeneracy and confinement.** At the limiting charge the classical $C_s$ is too large. Consider one subband with two valleys, in-plane mass $0.19\,m_e$ and density of states $g=2(0.19\,m_e)/(\pi\hbar^2)$, spin included. With $\eta$ the Fermi level above the subband edge in units of $kT$, the sheet density is $n=gkT\ln(1+e^\eta)$. Its capacitance is

$$
C_{2D}=\frac{q^2}{kT}\frac{dn}{d\eta}=q^2g\frac{e^\eta}{1+e^\eta}=q^2g\left(1-e^{-n/gkT}\right).
$$

The subband edge also moves. In a uniform field $F_s$ with a hard wall, the wave function is an Airy function of $x/\ell-E_1/(qF_s\ell)$, with $\ell=(\hbar^2/2m_zqF_s)^{1/3}$. It must vanish at $x=0$, and the first Airy zero gives $E_1=2.338\,qF_s\ell$. I use $m_z=0.916\,m_e$ and $F_s=(Q_{dep}+Q_i/2)/\varepsilon_s$, with the depletion charge $Q_{dep}$ fixed at its value for $\psi=2V_T\ln(N_A/n_i)$. The surface potential must supply both shifts, so

$$
\frac1{C_s}\approx\frac1{C_{2D}}+\frac1q\frac{dE_1}{dQ_i}.
$$

Minimizing (21) with this estimate gives $C_s=10.3\ \mu\mathrm{F/cm^2}$ at the limiting charge, $t_{max}=22.0$ nm and an ideal swing of 57.2 mV/decade at that thickness. The lower on-state capacitance widens the window, in line with (23). The ideal swing must again be corrected for the inversion charge, and here the classical 2% is too small, because the subband edge also rises with the surface field below threshold. At $\psi=0.70$ V the field is $F_s=Q_0/\varepsilon_s$ and $E_1=0.10$ eV. Since $E_1\propto F_s^{2/3}$, the edge rises by $\tfrac23(E_1/q)(C_s/Q)=0.05$ V per volt of surface potential. The swing is then about 5.5% above the ideal value, or 60.3 mV/decade, and the sub-thermal margin is lost here too. Including the higher subbands and the four-fold valleys raises the correction to about 7%, or 61 mV/decade. The uniform field is a rough replacement for the true one: solving for the subband in its own self-consistent field lowers $C_s$ further, to about $8.5\ \mu\mathrm{F/cm^2}$, and raises $t_{max}$ to about 23 nm. At that thickness the corrected swing is about 59.8 mV/decade with one subband, only just above the thermal value, and about 60.6 mV/decade with the higher subbands.

**Temperature.** At 358 K, with the ferroelectric constants held fixed and $n_i$ scaled with a 1.12 eV gap, the classical $t_{max}$ is 18.4 nm. A change of $a$ with temperature would add to this shift and is not included.

### Oxide field and trapped charge

At the limiting charge the oxide field is $Q/\varepsilon_{ox}=6.1$ MV/cm. Balancing the whole remanent charge would need 49 MV/cm, far above breakdown. With breakdown at 10 MV/cm, the useful part of the ferroelectric curve is limited to charges below about a fifth of $Q_r$.

Tunnelling through 1 nm of oxide threatens the assumption $D=Q$ in both layers. Take a rough barrier $\Phi=3.1$ eV, a tunnelling mass $m_{tun}=0.5\,m_e$ and the semiclassical transmission

$$
\mathcal T=\exp\left[-\frac2\hbar\int_0^{t_{ox}}\sqrt{2m_{tun}(\Phi-E_1-qF_{ox}z)}\,dz\right]=9\times10^{-6}.
$$

An electron of energy $E_1$ returns to the wall after the time $2\sqrt{2m_zE_1}/(qF_s)$. Dividing by $\mathcal T$ gives an escape time of about 3 ns. This is the supply time to empty interface states and excludes the time for capture. If such states are plentiful, trapped charge can screen the polarization and produce its own hysteresis, even when (21) holds.

### Will the film stay uniform?

Condition (18) concerns uniform changes of charge. A film may also lower its energy by splitting into domains. Write $D=\varepsilon_bE+P$ with a background permittivity $\varepsilon_b=20\,\varepsilon_0$, a rough value. Near zero charge $E=aD$, so $P=(1-\varepsilon_ba)D$ and

$$
a_P\equiv\frac EP=\frac{a}{1-\varepsilon_ba}=-1.38\times10^9\ \mathrm{m/F}.
$$

Try the disturbance $P=P_0\cos ky$ along the film plane, uniform through its thickness. It places a bound charge $P_0\cos ky$ on the oxide interface; the opposite charge on the gate side is screened by the metal. The potential of the interface is $P_0\cos ky/Y$, where $Y$ sums the responses of the two sides. On the film side the potential varies as a hyperbolic sine that vanishes at the metal, which gives $\varepsilon_bk\coth kt$. In the oxide, write it as $A\cosh kz+B\sinh kz$ and match it to a decaying exponential in thick, carrier-free silicon. With $\theta=\tanh kt_{ox}$,

$$
Y=\varepsilon_bk\coth kt+\varepsilon_{ox}k\,\frac{\varepsilon_s+\varepsilon_{ox}\theta}{\varepsilon_{ox}+\varepsilon_s\theta}.
$$

Add a gradient energy $\tfrac12g_P(dP/dy)^2$ per volume. The averages of $\cos^2$ and $\sin^2$ are $\tfrac12$, so the energy per area is

$$
\Delta G=\frac{tP_0^2}{4}\left[a_P+\frac1{tY(k)}+g_Pk^2\right].
$$

The uniform state resists this family of disturbances if the bracket is positive for each $k$. For the 17 nm film at the subthreshold point, where the silicon near the oxide is depleted and $a_P$ is almost unchanged, a numerical search over $k$ shows that this needs a correlation length $\sqrt{g_P/|a_P|}$ of at least 2.2 nm. The most demanding mode has domains 12 nm wide. In inversion the mobile carriers screen the disturbance, which makes splitting easier: at the limiting charge the classical silicon response raises the required length to between 3 and 4 nm. Disturbances that vary through the thickness could demand more.

### Beside real devices

The values of $Q_r$ and $E_c$ are of the usual size for hafnium zirconium oxide. Keeping the ferroelectric phase becomes harder in thick films, which counts against the 17 nm needed here. In the model, doubling $E_c$ at fixed $Q_r$ doubles both $a$ and $b$ and halves the required thicknesses. A measured $E_c$ usually reflects domain switching, so the constants of a uniform film are uncertain.

Such films are often polycrystalline, and their domain walls are thought to be narrower than 2 nm. In Landau theory a wall is at least as wide as the correlation length, so the 2.2 nm required above is probably not reached. Uniform polarization is therefore the assumption most in doubt. If the film responded merely as a dielectric with permittivity 20, then $t/\varepsilon_b=0.96\ \mathrm{cm^2/\mu F}$ and $m=1+0.351(0.29+0.96)=1.44$. The swing would be 86 mV/decade instead of 59.

As a rule of design, $|C_{FE}|$ should lie below $C_{ox}$ at the subthreshold bias and above $C_{MOS}$ at each charge of the sweep, provided the film stays uniform and its interface free of trapped charge. Within this model, meeting the rule is necessary for a sub-thermal swing without hysteresis, but it is not sufficient. The gain must also pay for the inversion-charge correction. The 17 nm film meets the rule, yet the classical correction alone raises its swing to 60.3 mV/decade, and confinement raises it further.
